# Why capacitance often gives a higher barrier than current on patchy contacts

A Schottky barrier taken from capacitance can predict the leakage of the same contact badly. In the example worked below, capacitance gives 0.7925 V and the saturation current gives 0.7006 V at 300 K. Putting the first value into the thermionic-emission formula underestimates the current by a factor \(\exp(0.0919/0.02585)\approx 35\). Neither measurement need be faulty. On a contact whose barrier varies from place to place, the two measurements average it differently.

## The model

The semiconductor is n-type with uniform doping \(N\) and permittivity \(\varepsilon\). Patch \(i\) occupies the area fraction \(w_i\), with \(\sum_i w_i=1\). Its barrier \(\phi_i\), in volts, is the energy from the metal Fermi level to the conduction-band edge at the interface, divided by the elementary charge \(q\). Angle brackets denote area averages, \(\langle f\rangle=\sum_i w_i f_i\), and \(V_t=kT/q\).

Until narrow patches are treated, each patch is much wider than the depletion width, so that edges can be neglected and the patches act in parallel. Image-force lowering, tunnelling, interface layers and series resistance are left out.

## What the current averages

Electrons crossing the barrier top have a Maxwell–Boltzmann distribution. With two spin states per phase-space cell \(h^3\), the one-way current density is
\[
J_i=\frac{2q}{h^3}e^{-\phi_i/V_t}\int dp_x\,dp_y\,e^{-(p_x^2+p_y^2)/2mkT}\int_0^\infty dp_z\,\frac{p_z}{m}\,e^{-p_z^2/2mkT}.
\]
The transverse integral is \(2\pi mkT\) and the last one is \(kT\). Hence
\[
J_i=A^*T^2e^{-\phi_i/V_t},\qquad A^*=\frac{4\pi qmk^2}{h^3}.
\]
The applied bias multiplies every \(J_i\) by the same factor, so the saturation current density is \(J=A^*T^2\langle e^{-\phi/V_t}\rangle\). Interpreting it with a single barrier over the full area gives
\[
\Phi_I=V_t\ln\frac{A^*T^2}{J}=-V_t\ln\langle e^{-\phi/V_t}\rangle .
\]
The exponential is convex, so \(\langle e^{-\phi/V_t}\rangle\ge e^{-\langle\phi\rangle/V_t}\), and therefore \(\Phi_I\le\langle\phi\rangle\).

An Arrhenius plot gives a different quantity. If the local barriers do not depend on temperature, then with \(\beta=1/V_t\)
\[
\Phi_R=-\frac{d}{d\beta}\ln\frac{J}{T^2}
=\frac{\langle\phi\,e^{-\phi/V_t}\rangle}{\langle e^{-\phi/V_t}\rangle}.
\]
This is the mean barrier weighted by the current each patch carries.

## What the capacitance averages

Let \(\psi(z)\) be the upward band bending in volts, zero in the bulk. Poisson's equation with donors and Boltzmann electrons is
\[
\psi''=\frac{qN}{\varepsilon}\left(1-e^{-\psi/V_t}\right).
\]
Multiplying by \(\psi'\) and integrating from the bulk, where \(\psi=\psi'=0\), gives
\[
\tfrac12\psi'^2=\frac{qN}{\varepsilon}\left(\psi-V_t+V_te^{-\psi/V_t}\right).
\]
At the surface \(\psi_i=\phi_i-\zeta+V_R\), where \(\zeta\) is the distance from the Fermi level to the band edge in the bulk, in volts, and \(V_R\) is the reverse bias. For \(\psi_i\gg V_t\) the last exponential is negligible. With
\[
x_i=\phi_i-\zeta-V_t+V_R,
\]
Gauss's law gives the charge per area \(Q_i=\varepsilon|\psi'|=\sqrt{2q\varepsilon Nx_i}\). Differentiating with respect to \(V_R\) gives the capacitance per area
\[
C_i=\sqrt{\frac{q\varepsilon N}{2x_i}} .
\]
A low barrier raises the local capacitance only through an inverse square root.

The total is \(C=\sqrt{q\varepsilon N/2}\,\langle x^{-1/2}\rangle\). If \(N\) is known, one capacitance yields
\[
x_C=\frac{q\varepsilon N}{2C^2}=\langle x^{-1/2}\rangle^{-2}.
\]
Alternatively, the tangent to \(1/C^2\) as a function of \(V_R\) is extrapolated to zero. Write \(S=\langle x^{-1/2}\rangle\), so that \(1/C^2\propto S^{-2}\). Since \(dS/dV_R=-\tfrac12\langle x^{-3/2}\rangle\), the derivative of \(S^{-2}\) is \(S^{-3}\langle x^{-3/2}\rangle\). Value divided by slope is therefore
\[
\frac{S^{-2}}{S^{-3}\langle x^{-3/2}\rangle}
=\frac{\langle x^{-1/2}\rangle}{\langle x^{-3/2}\rangle}
=\frac{\langle x\,x^{-3/2}\rangle}{\langle x^{-3/2}\rangle}.
\]
Subtracting \(V_R\) and adding \(\zeta+V_t\) converts \(x\) into \(\phi\):
\[
\Phi_C=\frac{\langle\phi\,x^{-3/2}\rangle}{\langle x^{-3/2}\rangle}.
\]
This too is a weighted mean that favours low barriers, but with a power-law weight in place of an exponential one.

## When the ordering is guaranteed

First compare one saturation current with one capacitance. Put \(r=x^{-1/2}\) and write the current's exponential as a function of \(r\), \(F(r)=e^{-1/(r^2V_t)}\). Then
\[
F'=\frac{2}{r^3V_t}F,\qquad
F''=\frac{2F}{r^4V_t}\left(\frac{2x}{V_t}-3\right).
\]
If every \(x_i>3V_t/2\), \(F\) is convex over the range concerned and \(\langle F(r)\rangle\ge F(\langle r\rangle)\). The right side is \(e^{-x_C/V_t}\), so the barrier inferred from current is the lower one, strictly so if the barriers differ.

Next compare the two slope readings, \(\Phi_R\) and \(\Phi_C\). The ratio of their weights is \(\rho=e^{-\phi/V_t}x^{3/2}\), and
\[
\frac{d\ln\rho}{d\phi}=-\frac1{V_t}+\frac{3}{2x},
\]
which is negative under the same condition. Passing from the capacitance weights to the current weights then shifts weight towards lower barriers, so \(\Phi_R\le\Phi_C\).

The condition is mild, because the depletion formula already needs band bending well above \(V_t\). The pair \(\Phi_I\) and \(\Phi_C\) mixes the two kinds of reading, and neither proof covers it. A numerical search over 2000 random patch sets with \(x\) between 8 and 45 \(V_t\) found \(\Phi_I\) below \(\Phi_C\) in each. This is evidence within that range, not a theorem.

## How large the difference is

Let \(\phi=\bar\phi+\delta\), with \(\langle\delta\rangle=0\), \(\langle\delta^2\rangle=s^2\), and \(\bar x\) the mean of \(x\). For \(s\ll V_t\),
\[
\langle e^{-\delta/V_t}\rangle\simeq1+\frac{s^2}{2V_t^2}
\quad\Rightarrow\quad
\Phi_I\simeq\bar\phi-\frac{s^2}{2V_t}.
\]
For the capacitance, the second-order binomial terms are
\[
\langle x^{-1/2}\rangle\simeq\bar x^{-1/2}\left(1+\frac{3s^2}{8\bar x^2}\right),\qquad
\langle x^{-3/2}\rangle\simeq\bar x^{-3/2}\left(1+\frac{15s^2}{8\bar x^2}\right).
\]
Raising the first to the power \(-2\) gives \(x_C\simeq\bar x-3s^2/(4\bar x)\). Dividing the first by the second gives
\[
\Phi_C\simeq\bar\phi-\frac{3s^2}{2\bar x}.
\]
The current shift exceeds the intercept shift by the factor \(\bar x/(3V_t)\), which is 7.4 for a mean barrier of 0.80 V with the semiconductor parameters and temperature used below. At small spread \(\Phi_I\) therefore lies below \(\Phi_C\) when \(\bar x>3V_t\).

For a Gaussian distribution, completing the square gives \(\langle e^{-\beta\delta}\rangle=e^{\beta^2s^2/2}\) without requiring small \(s\). Thus \(\Phi_I=\bar\phi-s^2/(2V_t)\) and, by differentiation, \(\Phi_R=\bar\phi-s^2/V_t\). With \(\bar\phi=0.80\) V and \(s=0.060\) V these are 0.730 V and 0.661 V, while \(\Phi_C=0.790\) V. The numerical distribution is cut at six standard deviations, since an unlimited tail would include patches without a depletion layer.

## A contact with two per cent low patches

Take relative permittivity 12, \(N=10^{22}\ \mathrm{m^{-3}}\), the free-electron mass and 300 K. These are round model parameters. Two per cent of the area has a barrier of 0.60 V and the rest 0.80 V, so the area mean is 0.796 V.

The local current densities differ by a factor 2290. The low patches therefore carry
\[
\frac{0.02\times2290}{0.02\times2290+0.98}=97.9\ \%
\]
of the current. At zero bias \(x\) is 0.3718 V in the low patches and 0.5718 V elsewhere, so the local capacitances differ by a factor \(\sqrt{0.5718/0.3718}=1.24\). The low patches supply 2.5 % of the capacitance, close to their share of the area.

The current reading is
\[
\Phi_I=0.80-0.02585\ln(0.98+0.02\times2290)=0.701\ \mathrm V .
\]
It lies well above 0.60 V because the formula assigns the current to the full area. Nearly the same number follows from \(0.60+V_t\ln(1/0.02)=0.701\) V. The Arrhenius slope does not contain this area penalty and gives 0.604 V.

The zero-bias tangent of \(1/C^2\) gives 0.7925 V, and a straight-line fit from 0 to 2 V reverse bias gives 0.7947 V. The shift \(3s^2/(2\bar x)\) shrinks as reverse bias increases \(\bar x\), so tangents taken at larger bias point closer to the mean. The tangent and current readings differ by 0.0919 V, or \(1.47\times10^{-20}\) J per electron.

Between 200 and 400 K, \(\Phi_I\) rises from 0.667 to 0.730 V, although no local barrier changes. The cause is the area penalty \(V_t\ln(1/0.02)\), which grows with temperature. Warming also lets the large high-barrier area contribute, but added current lowers \(\Phi_I\): at 400 K the low patches alone would give \(0.60+V_t\ln(1/0.02)=0.735\) V. Over the same interval \(\Phi_C\) moves only from 0.793 to 0.791 V.

## Patches narrower than the depletion width

Suppose the surface barrier is \(\bar\phi-a\cos\kappa x_\parallel\), where \(x_\parallel\) is a position along the interface. In the depleted region the electron density is negligible and the donor charge is uniform, so the ripple obeys Laplace's equation and decays as \(e^{-\kappa z}\). If \(\kappa W\gg1\), where \(W\) is the depletion width, the depletion edge is flat and responds to the mean barrier.

For \(\bar\phi=0.80\) V and \(a=0.15\) V, the two-dimensional Poisson equation gives a one-bias capacitance barrier of 0.800 V when the period is \(W/6\). For a period much larger than \(W\) it gives 0.785 V, in agreement with the parallel-patch average.

Narrowness also changes the current. Near the surface, above a low spot, the barrier profile is
\[
\phi(z)\simeq\bar\phi-E_0z-ae^{-\kappa z},
\]
where \(E_0\) is the mean surface field and the parabolic term of the depletion potential is neglected. Setting the derivative to zero gives \(a\kappa e^{-\kappa z_*}=E_0\). If \(a\kappa>E_0\), a maximum lies inside the semiconductor at \(z_*=\kappa^{-1}\ln(a\kappa/E_0)\). There \(ae^{-\kappa z_*}=E_0/\kappa\), so
\[
\phi(z_*)\simeq\bar\phi-\frac{E_0}{\kappa}\left[1+\ln\frac{a\kappa}{E_0}\right].
\]
Across the surface this maximum is a saddle: the surrounding high-barrier area pinches off the low spot. For the period \(W/6=4.59\times10^{-8}\) m, the surface barrier at the lowest computed column is 0.651 V, but electrons there must pass 0.722 V. The formula gives 0.721 V, and the neglected parabolic term accounts for about 0.001 V.

As \(\kappa\) increases further, the saddle approaches \(\bar\phi\) and the current loses its easy paths. The wide-patch ordering proof does not carry over to this limit, because it assumes patches that act independently in parallel.

## What to do with the two numbers

For wide patches, use the current barrier for leakage at the temperature where it was measured and near the bias where it was measured. Image-force lowering, left out of the model, is \(\sqrt{qE/4\pi\varepsilon}\) with surface field \(E=\sqrt{2qNx/\varepsilon}\). For the low patches above it grows from 0.020 V at zero bias to 0.032 V at 2 V and 0.046 V at 10 V reverse bias, which raises the leakage by factors of about 1.6 and 2.7. The capacitance barrier gives a good estimate of the average band bending and depletion width if the spread \(s\) is small compared with \(\bar x\) and no patch has an \(x\) far below the rest. The tangent reads low by about \(3s^2/(2\bar x)\), which is 0.03 V for equal areas at 0.60 and 0.80 V. The average of the two barriers serves neither purpose. Where narrow low spots are pinched off (\(a\kappa>E_0\)), reverse bias raises \(E_0\) and lowers the saddle, so the leakage can exceed the value predicted from a current barrier measured near zero bias.

To look for patches, measure the saturation current against temperature. In the wide-patch model with local barriers that do not depend on temperature, \(\Phi_I\) rises on warming, and the Arrhenius slope lies below both \(\Phi_I\) and \(\Phi_C\). In the two-patch example \(\Phi_C\) hardly moves, but it can fall noticeably if even a small part of the area has a low \(x\), because \(\zeta\) grows on warming and reduces \(x\) further. Under the same assumption, the Arrhenius prefactor is also informative. Relative to \(A^*\) it is \(\exp[(\Phi_R-\Phi_I)/V_t]\), here \(\exp(-0.0964/0.02585)=0.024\), close to the true low-patch area fraction of 0.02. This reading holds only while one kind of patch carries nearly all the current. At 400 K, where \(\Phi_R=0.626\) V, the same expression gives 0.049. If instead every local barrier contains a term \(-\alpha T\), so does \(\Phi_I\), which can cancel its rise. The prefactor is then multiplied by \(\exp(q\alpha/k)\), a factor of 23 for \(\alpha=0.27\) mV/K, and no longer indicates the area fraction.

Do not convert the gap into a standard deviation without a reason to assume a distribution. The Gaussian relation \(\Phi_C-\Phi_I\simeq s^2[1/(2V_t)-3/(2\bar x)]\) recovers 0.060 V for the Gaussian contact. Applied to the two-patch contact it gives about 0.074 V, whereas the true value is \(0.20\sqrt{0.02\times0.98}=0.028\) V.

Nor does a gap by itself prove that patches exist. Any process that adds current without changing the depletion charge, such as tunnelling or image-force lowering, also lowers \(\Phi_I\) relative to \(\Phi_C\). With the parameters above, image-force lowering alone opens a gap of about 0.02 V on a uniform contact. The main values quoted here can be checked against the numerical output below; the others follow from them by the formulas given.

## Computed values

```
Temperature: 300 K; kT/q: 0.02585 V
Relative permittivity: 12.0
Doping: 1.0e+22 m^-3; bulk Fermi gap zeta: 0.2024 V
Richardson constant: 1.2017e+06 A m^-2 K^-2
Low patches: barrier 0.60 V, area fraction 0.02
Other area: barrier 0.80 V, area fraction 0.98
x at zero bias, low and high: 0.3718, 0.5718 V
Ordering threshold 1.5 kT/q: 0.0388 V
Local current density ratio low/high: 2290.1
Local capacitance ratio low/high: 1.2401
Current per total area, low part: 1.8010e-01 A m^-2
Current per total area, high part: 3.8536e-03 A m^-2
Current share of low patches: 97.91 %
Capacitance per total area: 3.8768e-04 F m^-2
Capacitance share of low patches: 2.47 %
Area-mean barrier: 0.7960 V
Barrier from saturation current: 0.7006 V
Barrier from Arrhenius slope at 300 K: 0.6042 V
Barrier from one capacitance at zero bias: 0.7945 V
Barrier from 1/C^2 tangent at zero bias: 0.7925 V
Barrier from 1/C^2 line fit, 0 to 2 V reverse: 0.7947 V
Tangent minus current barrier: 0.0919 V
Same difference as energy: 1.473e-20 J
At 200 K: current 0.6674 V, 1/C^2 tangent 0.7932 V
At 300 K: current 0.7006 V, 1/C^2 tangent 0.7925 V
At 400 K: current 0.7301 V, 1/C^2 tangent 0.7913 V
Random patch sets tested: 2000 for each x range
Ranges of x: 1.5-40 kT/q (like pairs), 8-45 kT/q (mixed pair)
Small-spread shift ratio current/tangent: 7.371
Its prediction x/(3 kT/q): 7.373
Gaussian: mean 0.80 V, standard deviation 0.060 V
Gaussian, saturation-current barrier: 0.7304 V
Gaussian, Arrhenius-slope barrier: 0.6608 V
Gaussian, 1/C^2 tangent barrier: 0.7903 V
Ripple: mean 0.80 V, amplitude 0.15 V
Debye length: 4.141e-08 m; depletion width: 2.754e-07 m
Narrow period: 4.590e-08 m
Wide period: 4.141e-05 m
One-bias capacitance barrier, narrow ripple: 0.8000 V
One-bias capacitance barrier, wide ripple: 0.7850 V
Narrow ripple, surface barrier at lowest column: 0.6513 V
Saddle barrier above it, Poisson solution: 0.7223 V
Saddle barrier above it, formula: 0.7214 V
Saddle depth below the metal: 1.24e-08 m
```
